Test-Particle Monte Carlo for Transmission Through an Open Diffuse Cylinder

**The physical question**

Fluorine atoms from a low-pressure plasma reach a dielectric through a round opening in a TiN hard mask. The opening is tens of nanometres wide and the mean free path in the gas is millimetres, so the atoms collide with the sidewall and almost never with each other. Some cross directly, some cross after wall collisions, and the rest return to the plasma. The fraction that crosses sets the neutral supply below the mask.

The basic model is a straight cylinder of radius R, diameter D = 2R and length L, open at both ends. Flux enters uniformly over one end with a cosine angular distribution, as from an isotropic gas. Every wall hit returns the atom from the same point, without loss and with a cosine distribution about the local normal. An atom that leaves through either end does not come back. The transmission probability W is the fraction leaving through the far end. Speeds do not affect which surface a straight flight meets, so W depends on L/R alone. Lengths below are in units of R, with h = L/R; equal length and diameter means h = 2.

**Sampling the inlet**

The rate at which molecules cross a surface is proportional to their normal velocity, hence to cosθ. With the solid-angle factor sinθ, the normalized density on 0 ≤ θ ≤ π/2 is

p(θ) = 2 sinθ cosθ.

For μ = cosθ, |dμ| = sinθ dθ, so the density of μ is 2μ and its cumulative distribution is μ². Setting μ² equal to a uniform random number ξ gives

cosθ = √ξ.

Uniform flux over the disk gives probability r² of entering within radius r, so r = √ξ′ with an independent ξ′. By axial symmetry the particle may start at (r, 0, 0), provided its azimuth φ is uniform on 0 to 2π.

**One flight**

From (x, y, z) with unit direction (u, v, w), the wall is met when (x + ut)² + (y + vt)² = 1. Expanding,

a t² + 2b t + c = 0,
a = u² + v², b = xu + yv, c = x² + y² − 1.

Inside the cylinder c ≤ 0, so the product of the roots, c/a, is not positive. The forward root is therefore the larger one:

t_wall = [−b + √(b² − ac)]/a.

For a particle leaving the wall, c = 0 and b < 0, and this becomes −2b/a, the far end of the chord. The distance to an end plane is

t_end = (h − z)/w for w > 0, t_end = −z/w for w < 0.

The smaller distance decides the event.

**Diffuse re-emission**

At a wall point with x² + y² = 1 the inward normal is (−x, −y, 0). The tangents are (−y, x, 0) and (0, 0, 1). With fresh random numbers, μ = √ξ, σ = √(1 − μ²) and uniform φ, the new direction is

u = −μx − σ cosφ y
v = −μy + σ cosφ x
w = σ sinφ.

Its component along the inward normal is −xu − yv = μ(x² + y²) = μ, as required.

**Pseudocode**

    k = 0
    repeat N times:
        x = sqrt(rand); y = 0; z = 0
        draw cosine direction about +z
        loop:
            compute t_wall and t_end
            if t_end <= t_wall:
                if w > 0: k = k + 1
                leave loop
            move by t_wall
            divide x and y by sqrt(x*x + y*y)
            draw cosine direction about inward normal
    return k/N

**The binomial interval**

Histories are independent and each either passes or does not, so k is binomial and p̂ = k/N has variance W(1 − W)/N. In the normal approximation, the values p compatible with p̂ at quantile q satisfy

(p̂ − p)² ≤ q² p(1 − p)/N.

At the limits equality holds. Collecting powers of p,

(1 + q²/N) p² − (2p̂ + q²/N) p + p̂² = 0.

One quarter of the discriminant is

(p̂ + q²/2N)² − p̂²(1 + q²/N) = q²[p̂(1 − p̂)/N + q²/4N²],

so the limits, known as the Wilson interval, are

p± = {p̂ + q²/2N ± q√[p̂(1 − p̂)/N + q²/4N²]} / (1 + q²/N).

For N = 1,000,000 the run gave k = 514,072, hence p̂ = 0.51407 with standard error 0.00050. The 95% interval is 0.51309 to 0.51505. The acceptance test used the 99.9% interval, 0.51243 to 0.51572, which contains both 0.514 and the reference value 0.514231 obtained below. Split into 200 batches of 5000, the same histories gave 189 nominal 95% intervals covering the reference; 190 are expected.

For large N the half-width is δ ≈ q√[W(1 − W)/N], so

N ≈ q² W(1 − W)/δ².

With q = 1.96 and δ = 0.001 this is about 960,000 particles. The rounded target 0.514 lies 0.00023 below the reference, and the 95% half-width shrinks to that offset at N ≈ 1.8×10⁷. Much longer runs should exclude 0.514, so they must be compared with the unrounded value.

**An independent reference**

First find the probability T₀(h) of crossing without a wall hit. For diffuse emission, the exchange between two surfaces is

G = ∬ cosθ₁ cosθ₂/(πd²) dA₁ dA₂,

where d is the distance between the area elements. G measures the set of straight lines joining the surfaces and is symmetric in them. The rims of the two end disks lie on a common sphere of radius S = √(1 + h²/4). Every line through both disks also meets the two spherical caps beyond them, and every chord between the caps crosses both disks, so disks and caps have the same G. On a sphere cosθ₁ = cosθ₂ = d/2S, and the integrand is the constant 1/(4πS²). Each cap has height S − h/2 and area 2πS(S − h/2), so

G = [2πS(S − h/2)]²/(4πS²) = π(S − h/2)².

Dividing by the inlet area π,

T₀(h) = [√(1 + h²/4) − h/2]².

At h = 2 this is (√2 − 1)² = 0.17157; the simulation gave 0.17186. About one third of the transmitted atoms never touch the wall.

Next let F(z) be the probability that a particle leaving a wall point crosses, on its next flight, the plane a distance z away on a chosen side. Of the entering particles, −T₀′(z)dz land first on the ring between z and z + dz. Symmetry of G between the inlet (area π) and the ring (area 2πdz) requires

π[−T₀′(z)]dz = 2πdz F(z), so F = −T₀′/2.

With S = √(1 + z²/4), S′ = z/4S, and

F(z) = −(S − z/2)(z/4S − 1/2) = (S − z/2)²/(2S).

Expanding the square and using 2S = √(z² + 4),

F(z) = (z² + 2)/[2√(z² + 4)] − z/2.

The density of landing at axial distance z on that side is

K(z) = −F′(z) = ½{1 − z(z² + 6)/(z² + 4)^(3/2)}.

Let g(x) be the probability that a particle just re-emitted at x finally leaves through the far end. It either leaves on its next flight or lands at x′ and starts again:

g(x) = F(h − x) + ∫₀ʰ K(|x − x′|) g(x′) dx′.

This is the Clausing equation. Averaging over first landings, whose density is 2F(x),

W = T₀(h) + ∫₀ʰ 2F(x) g(x) dx.

K has a kink at x = x′, which slows Gauss quadrature. Since F(0) = ½, its integral is known:

∫₀ʰ K(|x − x′|)dx′ = [½ − F(x)] + [½ − F(h − x)].

Write g(x′) = g(x) + [g(x′) − g(x)] and use this integral for the first part. With nodes xᵢ and weights ωᵢ, the linear system is

gᵢ[F(xᵢ) + F(h − xᵢ)] − Σⱼ ωⱼKᵢⱼ(gⱼ − gᵢ) = F(h − xᵢ).

The remaining difference vanishes at the kink. For h = 2 the solution is W = 0.514231, and going from 200 to 400 nodes changes it by 2.5×10⁻¹¹.

**Two balance laws for debugging**

Feed both ends with the same flux J. A uniform isotropic gas then fills the tube, because the wall receives J and returns J with a cosine distribution. In physical units the wall is hit at rate 2πRLJ while particles enter at rate 2πR²J. By mirror symmetry both feeds have the same average history, so

mean wall hits per entering particle = L/R.

For particles of speed v and density n, J = nv/4. The number inside, nπR²L, equals the entry rate 2πR²(nv/4) times the mean residence time. That time is 2L/v, so

mean path inside = 2L.

Both laws count returning and transmitted particles. They need lossless walls that return a cosine distribution when they receive one. Specular walls do this too, so the laws cannot distinguish diffuse from specular reflection. At h = 2 the run gave 2.0007 ± 0.0019 hits and a path of 4.0028 ± 0.0031 radii, against 2 and 4. At L/D = 3, with 200,000 particles, it gave 5.990 hits and 11.982 radii, against 6 and 12; W was 0.2750 against the reference 0.2754.

**Short and long cylinders**

For small h, T₀ ≈ 1 − h. A fraction h hits the wall, and half of it continues forward, so W ≈ 1 − h/2 = 1 − L/D to first order.

For a long tube fed from one end, the flux leaving the wall falls, to leading order, linearly from J to zero: J(x) = J(1 − x/h). A linear profile reproduces itself away from the ends because K is even and normalized. Across an interior plane the net rate is

2π ∫₀^∞ [J(x − s) − J(x + s)]F(s)ds = (4πJ/h) ∫₀^∞ sF(s)ds.

Since F = −T₀′/2, integration by parts gives ∫sF ds = ½∫T₀ ds. With s = 2 sinh τ, T₀ = e^(−2τ) and ds = 2 cosh τ dτ, so

∫₀^∞ T₀ ds = ∫₀^∞ (e^(−τ) + e^(−3τ))dτ = 4/3.

The net rate is therefore 8πJ/3h. Dividing by the entering rate πJ,

W ≈ 8/(3h) = 4D/(3L).

At L/D = 10 this gives 0.133, which is 22% above the computed 0.109. End corrections still matter there.

**Cost and numerical stability**

Every flight ends at a wall or an exit, so a history has h + 1 flights on average, or three at h = 2. For a relative standard error ε, N = (1 − W)/(Wε²). In a long tube N grows as h and flights per history also grow as h, so the cost grows as h². Processing particles in arrays needs memory proportional to the batch size, and finished histories should be removed after each flight.

There is no time step and hence no time-step error. Rounding can make b² − ac slightly negative at grazing incidence, so it is clipped at zero. Restoring x² + y² = 1 after each hit prevents radial drift. A nearly axial direction needs a small floor on a, and w = 0 needs an infinite t_end. A cap on the number of hits that counts unfinished histories as returned biases W downward.

**Wrong sampling laws**

Replacing cosθ = √ξ by cosθ = ξ makes emission isotropic in solid angle. At the inlet this lowers W to 0.423 and raises the mean hits to 2.125. At the wall alone it gives W = 0.520 and 1.971 hits. These runs used 200,000 particles each, so their standard errors are about 0.001 in W and 0.004 in the hits, and the last digits are uncertain. The second error shifts W by only 0.006, less than the standard error of 0.007 for 5000 particles. Agreement in a short run therefore does not validate the wall law. The hit count, whose exact value is known, is a second check, but it also needs a long run: its shift of 0.029 is only about one standard error for 5000 particles.

**The hard-mask opening**

Take D = L = 30 nm, 1 mTorr of atomic fluorine in 20 mTorr of total gas, and 400 K for gas and wall. These are illustrative inputs, not measurements from a particular etching process. The F density is p/k_BT = 2.4×10¹³ cm⁻³ and the mean speed is 670 m/s, so the incident flux is

2.4×10¹³ × 6.7×10⁴ / 4 = 4.0×10¹⁷ cm⁻² s⁻¹.

Over 707 nm² this admits about 3×10⁶ atoms per second, of which about half, 1.5×10⁶ per second, pass. For thermal re-emission the mean flight residence is 2L divided by the mean speed: 60 nm / 670 m/s = 90 ps. The mean number of F atoms in flight in the opening is about 3×10⁻⁴, so they almost never meet in flight. Treating their histories as independent also requires fixed surface probabilities: the sidewall receives on average half the inlet flux, since two hits per entering atom are spread over four times the inlet area, so a surface site of 10⁻¹⁵ cm² is hit about 200 times per second, and fluorine left by earlier atoms can change the loss probability of later ones. A rough hard-sphere diameter of 0.35 nm gives a mean free path of 3.8 mm and 60 nm / 3.8 mm = 1.6×10⁻⁵ gas collisions per atom.

Surface and geometry matter far more. The following changes are relative to W = 0.514, one setting at a time; in this model the mask material enters only through the surface probabilities, which are trial values here, not TiN data.

- A loss probability of 0.05 per wall hit, which multiplies the integral in the equation for g and the integral in W by 0.95, gives 0.472, a fall of 8%.
- Specular reflection in 20% of wall hits gives about 0.58 (0.581 with standard error 0.001 from 200,000 particles), a rise of 13%.
- L/D = 0.9 or 1.1 gives 0.539 or 0.492, a change of +5% or −4%.

A real via also breaks the assumption of an open exit. Suppose a floor directly below the mask consumes an arriving atom with probability β and otherwise re-emits it diffusely. If returning atoms are treated as uniformly spread over the exit, each escapes to the plasma with probability W or reaches the floor again with probability 1 − W. The consumed fraction is a geometric series:

A = Wβ Σₙ [(1 − β)(1 − W)]ⁿ = Wβ/(β + W − βW),

or 1/A = 1/W + 1/β − 1. For β = 0.5 this gives 0.340, and simulation with re-emission from the actual landing point gives 0.339. For β = 0.1 the values are 0.0914 and 0.0916 ± 0.0006, which agree within sampling error. The number of floor arrivals per entering atom is A/β: 0.678 ± 0.002 and 0.916 ± 0.006 in the simulations (0.679 and 0.914 from the formula), or about 32% and 78% above the single-pass 0.514. Thus 0.514 describes supply to a region that returns nothing; with lossless mask walls above a weakly reacting floor, it substantially underestimates the incident neutral flux. Loss on the mask walls works against this increase.

Real openings also have taper, roughness and deposited films, and the via deepens during etching. These are not simulated here, and the model does not describe the directed ions. The numerical output follows.

Numbers as computed

```
Reference W, L/D=1: 0.514231
Reference change, 200 to 400 nodes: 2.5e-11
Particles N: 1000000; transmitted k: 514072
Monte Carlo W: 0.514072; standard error: 0.000500
Deviation from reference: -0.32 std errors
95% Wilson interval: 0.51309 to 0.51505
99.9% Wilson interval: 0.51243 to 0.51572
99.9% Clopper-Pearson: 0.51243 to 0.51572
95% intervals covering reference: 189 of 200 (5000 each)
N for 95% half-width 0.001: 959587
N where 95% half-width = rounding offset of 0.514: 1.81e+07
Direct passage: formula 0.171573; MC 0.171862
Mean wall hits: MC 2.0007 +- 0.0019; law 2
Mean path/R: MC 4.0028 +- 0.0031; law 4
L/D=3: reference 0.27544; MC 0.27504
L/D=3 mean hits: 5.990; path/R: 11.982
Reference W at L/D=0.5: 0.67198
Reference W at L/D=0.9: 0.53897
Reference W at L/D=1.1: 0.49185
Reference W at L/D=2: 0.35657
Reference W at L/D=5: 0.19094
Reference W at L/D=10: 0.10932
Particles in each comparison run: 200000
Isotropic inlet error: W 0.42322; hits 2.1253
Isotropic wall error: W 0.51980; hits 1.9713
Wall loss 0.05: reference W 0.47201; MC 0.47105
Specular fraction 0.2: MC W 0.58093
Floor reaction 0.5: consumed, mixed 0.33960; MC 0.33915
  floor arrivals per entering atom (MC): 0.6783
Floor reaction 0.1: consumed, mixed 0.09137; MC 0.09164
  floor arrivals per entering atom (MC): 0.9164
TiN mask opening: diameter 30 nm; length 30 nm
Gas: 400 K; F 1 mTorr; total 20 mTorr
F mass: 18.998 u; rough collision diameter: 0.35 nm
F density: 2.414e+13 cm^-3; mean speed: 667.7 m/s
Incident F flux: 4.030e+17 cm^-2 s^-1
Opening area: 706.9 nm^2
Entering F rate: 2.848e+06 s^-1
Transmitted F rate: 1.465e+06 s^-1
Mean flight residence: 89.9 ps
Mean F atoms in opening: 2.56e-04
Gas mean free path: 3.81 mm
Knudsen number (path/diameter): 1.27e+05
Gas-collision probability per atom: 1.6e-05
```
